# Exact exponential updates for threshold drift from many two-state traps: a program that tests the result

```python
"""
Threshold drift from independent two-state oxide traps.
Result under test: for occupancy p with capture rate c and emission rate e,
    p(t+h) = p + (g - p) (1 - exp(-k h)),   k = c + e,  g = c/k,
is exact for constant voltage and any h. For a varying voltage the remaining
error comes from representing the voltage and is bounded independently of k.
Symbols: V oxide voltage magnitude (V), x trap depth from silicon (nm),
offset = energy of charged minus neutral state at V=0 (eV),
lam = relaxation energy (eV), eta = threshold shift per charged trap (V).
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp, cumulative_trapezoid
from scipy.optimize import brentq

T_OX = 2.0            # nm
AREA = 0.1e-12        # m^2
TEMP = 400.0          # K
NU = 1e12             # 1/s, attempt rate
X_TUNNEL = 0.1        # nm, decay length of the rate prefactor
KT = const.k * TEMP / const.e      # eV
EPS_OX = 3.9 * const.epsilon_0
V_HIGH = 1.6
rng = np.random.default_rng(7)


def rates(trap, volt):
    x, offset, lam = trap
    gap = offset - x / T_OX * volt
    prefactor = NU * np.exp(-x / X_TUNNEL)
    c = prefactor * np.exp(-(lam + gap) ** 2 / (4 * lam * KT))
    e = prefactor * np.exp(-(lam - gap) ** 2 / (4 * lam * KT))
    return c, e


def equilibrium(trap, volt):
    c, e = rates(trap, volt)
    return c / (c + e)


def exact_step(trap, p, volt, h):
    c, e = rates(trap, volt)
    k = c + e
    return p - (c / k - p) * np.expm1(-k * h)


def ramp_step(trap, p, v0, vmid, v1, h):
    g0, g1 = equilibrium(trap, v0), equilibrium(trap, v1)
    z = sum(rates(trap, vmid)) * h
    phi = -np.expm1(-z) / z
    return g1 + (p - g0) * np.exp(-z) - (g1 - g0) * phi


def ode_reference(trap, wave, t_end, p0, times=None):
    def rhs(t, p):
        c, e = rates(trap, wave(t))
        return c * (1 - p) - e * p

    def jac(t, p):
        return np.array([[-sum(rates(trap, wave(t)))]])

    sol = solve_ivp(rhs, (0, t_end), [p0], method="Radau", jac=jac,
                    rtol=1e-9, atol=1e-11, t_eval=times)
    assert sol.success
    return sol.y[0]


def step_height(x):
    return const.e * (T_OX - x) * 1e-9 / (EPS_OX * AREA)


# Step height against numerical double integration of Poisson's equation
depth = np.linspace(0, T_OX, 8001)
charge = np.exp(-0.5 * ((depth - 0.6) / 0.03) ** 2)
charge *= const.e / AREA / (np.trapezoid(charge, depth * 1e-9)
                            if hasattr(np, "trapezoid")
                            else np.trapz(charge, depth * 1e-9))
field = cumulative_trapezoid(charge / EPS_OX, depth * 1e-9, initial=0)
potential = -cumulative_trapezoid(field, depth * 1e-9, initial=0)
assert abs(-potential[-1] / step_height(0.6) - 1) < 1e-5

# Rates against numerically located crossings of the two parabolas
for x, offset, lam, volt in [(0.4, 0.2, 3.6, 1.6), (0.9, 0.6, 2.1, 0.3)]:
    gap = offset - x * volt / T_OX
    neutral = lambda q: lam * q ** 2
    charged = lambda q: lam * (q - 1) ** 2 + gap
    q_cross = brentq(lambda q: neutral(q) - charged(q), -1, 2, xtol=1e-14)
    top = neutral(q_cross)
    pref = NU * np.exp(-x / X_TUNNEL)
    c, e = rates((x, offset, lam), volt)
    assert abs(c / (pref * np.exp(-top / KT)) - 1) < 1e-9
    assert abs(e / (pref * np.exp(-(top - gap) / KT)) - 1) < 1e-9
    assert abs(np.log(c / e) + gap / KT) < 1e-9

# The device
N_TRAPS = 2000
fleet = (rng.uniform(0.2, 1.0, N_TRAPS), rng.uniform(0.1, 0.7, N_TRAPS),
         rng.uniform(2.0, 4.0, N_TRAPS))
eta = step_height(fleet[0])
for volt in (0.0, V_HIGH):
    assert np.all(np.abs(fleet[1] - fleet[0] * volt / T_OX) < fleet[2])
p_start = equilibrium(fleet, 0.0)


def shift_mV(p, p_ref=p_start):
    return 1e3 * np.sum(eta * (p - p_ref))


k_high = sum(rates(fleet, V_HIGH))
print(f"kT = {KT:.5f} eV; traps = {N_TRAPS}; oxide = {T_OX} nm")
print(f"step height at x=0: {1e3*step_height(0.0):.5f} mV")
print(f"sum of all step heights: {1e3*eta.sum():.3f} mV")
print(f"k at {V_HIGH} V: min {k_high.min():.3e}, max {k_high.max():.3e} 1/s")
print(f"explicit Euler step limit 2/kmax = {2/k_high.max():.3e} s")

# One trap followed by hand
single = (0.4, 0.2, 3.6)
print("single trap: x=%.1f nm, offset=%.1f eV, lam=%.1f eV" % single)
p_one = equilibrium(single, 0.0)
print(f"  initial occupancy {p_one:.6f}")
for volt in (V_HIGH, 0.0):
    c, e = rates(single, volt)
    p_one = exact_step(single, p_one, volt, 2.0)
    print(f"  V={volt} V: c={c:.5f}, e={e:.5f} 1/s, g={c/(c+e):.5f}")
    print(f"  exp(-2k)={np.exp(-2*(c+e)):.5f}; p after 2 s = {p_one:.6f}")

# Explicit Euler: stable below kh=2, unstable above
c, e = rates(single, V_HIGH)
euler_end = []
for kh in (1.9, 2.1):
    p = 0.0
    for _ in range(200):
        p += kh / (c + e) * (c * (1 - p) - e * p)
    euler_end.append(p)
assert abs(euler_end[0] - c / (c + e)) < 1e-6 and abs(euler_end[1]) > 1e3

# Piecewise-constant waveform against a stiff ODE solver
segments = [(1.6, 10.0), (0.4, 3.0), (1.1, 20.0), (0.0, 5.0)]
active = np.flatnonzero(equilibrium(fleet, V_HIGH) - p_start > 0.5)
log_k = np.log10(sum(rates(fleet, 0.8)))[active]
chosen = np.unique([active[np.argmin(abs(log_k - a))] for a in range(-2, 5)])
worst = 0.0
for i in chosen:
    trap = tuple(float(a[i]) for a in fleet)
    p_exp = p_ode = float(p_start[i])
    for volt, h in segments:
        p_exp = exact_step(trap, p_exp, volt, h)
        p_ode = ode_reference(trap, lambda t: volt, h, p_ode)[-1]
        worst = max(worst, abs(p_exp - p_ode))
assert worst < 1e-6
print(f"exact step vs ODE solver, {len(chosen)} traps: {worst:.1e}")

# Stress, subdivision, and implicit Euler
p_stress = exact_step(fleet, p_start, V_HIGH, 1000.0)
cuts = np.sort(np.r_[0.0, rng.uniform(0, 1000, 499), 1000.0])
p_cut = p_start.copy()
for h in np.diff(cuts):
    p_cut = exact_step(fleet, p_cut, V_HIGH, h)
cut_error = np.max(abs(p_cut - p_stress))
assert cut_error < 1e-11
for t in (1e-3, 1.0, 1000.0):
    value = shift_mV(exact_step(fleet, p_start, V_HIGH, t))
    print(f"shift after {t:g} s at {V_HIGH} V: {value:.4f} mV")
for t in (1e-3, 1.0, 1000.0):
    value = shift_mV(exact_step(fleet, p_stress, 0.0, t))
    print(f"shift after further {t:g} s at 0 V: {value:.4f} mV")
spread = 1e3 * np.sqrt(np.sum(eta ** 2 * p_stress * (1 - p_stress)))
print(f"device standard deviation after stress: {spread:.4f} mV")
print(f"1 step vs 500 random steps, occupancy: {cut_error:.1e}")
c, e = rates(fleet, V_HIGH)
for n in (10, 100):
    p = p_start.copy()
    h = 1000.0 / n
    for _ in range(n):
        p = (p + h * c) / (1 + h * (c + e))
    implicit_error = shift_mV(p, p_stress)
    assert np.max(abs(p - p_stress)) > 1e4 * cut_error
    print(f"implicit Euler, {n} steps: error {implicit_error:.5f} mV")

# A voltage edge at 1000 s missed by a uniform 240 s grid
p_true = exact_step(fleet, p_stress, 0.0, 200.0)
p_miss = p_start.copy()
for j in range(5):
    p_miss = exact_step(fleet, p_miss,
                        V_HIGH if (j + 0.5) * 240 < 1000 else 0.0, 240.0)
assert np.max(abs(p_miss - p_true)) > 1e4 * cut_error
print(f"shift at 1200 s, edge at 1000 s: {shift_mV(p_true):.5f} mV")
print(f"error with edge misplaced to 960 s: {shift_mV(p_miss, p_true):.5f} mV")

# Sinusoidal voltage: orders and error bound, slow to fast traps
PERIOD = 10.0


def sine(t):
    return 0.8 + 0.8 * np.sin(2 * np.pi * t / PERIOD)


def follow(trap, n, method):
    h = PERIOD / n
    p = equilibrium(trap, sine(0.0))
    path = [p]
    for j in range(n):
        mid = sine((j + 0.5) * h)
        if method == "staircase":
            p = exact_step(trap, p, mid, h)
        else:
            p = ramp_step(trap, p, sine(j * h), mid, sine((j + 1) * h), h)
        path.append(p)
    return np.array(path)


lams = np.array([2.0, 2.4, 2.8, 3.2, 3.6])
group = (np.full(5, 0.4), np.full(5, 0.2), lams)
times = np.linspace(0, PERIOD, 201)
reference = np.array([
    ode_reference((0.4, 0.2, lam), sine, PERIOD,
                  equilibrium((0.4, 0.2, lam), sine(0.0)), times)
    for lam in lams]).T
errors = {}
for method in ("staircase", "ramp"):
    for n in (200, 400):
        path = follow(group, n, method)[::n // 200]
        errors[method, n] = np.max(abs(path - reference), axis=0)
fast_ratio = errors["staircase", 200][0] / errors["staircase", 400][0]
slow_ratio = errors["staircase", 200][-1] / errors["staircase", 400][-1]
ramp_ratio = errors["ramp", 200].max() / errors["ramp", 400].max()
v_error = 0.8 * 2 * np.pi / PERIOD * (PERIOD / 200) / 2
bound = np.expm1(0.4 * v_error / (T_OX * KT))
print(f"sine: 0.8+0.8 sin V, period {PERIOD} s; 200 steps")
print(f"  voltage error {1e3*v_error:.3f} mV, occupancy bound {bound:.5f}")
print(f"  largest staircase error {errors['staircase', 200].max():.5f}")
print(f"  largest ramp error {errors['ramp', 200].max():.2e}")
print(f"  error ratio on halving h: staircase fast {fast_ratio:.3f}")
print(f"  staircase slow {slow_ratio:.3f}, ramp worst {ramp_ratio:.3f}")
assert np.all(errors["staircase", 200] <= bound)
assert 1.8 < fast_ratio < 2.2
assert 3.6 < slow_ratio < 4.4
assert 3.3 < ramp_ratio < 4.7

fine = follow(fleet, 6400, "ramp")[-1]
for n in (100, 400):
    err_s = shift_mV(follow(fleet, n, "staircase")[-1], fine)
    err_r = shift_mV(follow(fleet, n, "ramp")[-1], fine)
    print(f"device, {n} steps: staircase {err_s:.5f}, ramp {err_r:.5f} mV")
assert abs(err_r) < abs(err_s)


# Periodic waveform through the one-cycle map
def cycle_data(cycle):
    total_k = np.zeros(N_TRAPS)
    total_c = np.zeros(N_TRAPS)
    gain = np.zeros(N_TRAPS)
    for volt, h in cycle:
        c, e = rates(fleet, volt)
        total_k += (c + e) * h
        total_c += c * h
        gain = exact_step(fleet, gain, volt, h)
    return total_k, total_c, gain


def many_cycles(p, cycle, n):
    total_k, _, gain = cycle_data(cycle)
    return (p * np.exp(-n * total_k)
            + gain * np.expm1(-n * total_k) / np.expm1(-total_k))


cycle = [(V_HIGH, 5e-4), (0.0, 5e-4)]
p = p_start.copy()
for _ in range(3000):
    for volt, h in cycle:
        p = exact_step(fleet, p, volt, h)
map_error = np.max(abs(p - many_cycles(p_start, cycle, 3000)))
assert map_error < 1e-10
print(f"cycle map vs 3000 explicit cycles: {map_error:.1e}")
for freq in (1e3, 1e6):
    cycle = [(V_HIGH, 0.5 / freq), (0.0, 0.5 / freq)]
    total_k, total_c, gain = cycle_data(cycle)
    limit = -gain / np.expm1(-total_k)
    slow = total_k < 0.1
    gap = abs(limit - total_c / total_k)[slow]
    assert np.all(gap <= (total_k / 2 + total_k ** 2 / 12)[slow] + 1e-12)
    value = shift_mV(many_cycles(p_start, cycle, 1000 * freq))
    print(f"square wave {freq:.0e} Hz, {1000*freq:.0e} cycles: {value:.4f} mV")
    print(f"  fraction of traps with K<0.1: {slow.mean():.4f}")

# Mean and variance against event-by-event stochastic trajectories
plan = [(V_HIGH, 2.0), (0.0, 3.0)]
p_all = np.zeros(N_TRAPS)
for volt, h in plan:
    p_all = exact_step(fleet, p_all, volt, h)
usable = ((p_all > 0.05) & (p_all < 0.95) & (k_high < 30)
          & (sum(rates(fleet, 0.0)) < 30))
pick = np.flatnonzero(usable)[:30]
assert len(pick) >= 10
DEVICES = 4000
state = np.zeros((DEVICES, len(pick)), dtype=bool)
for volt, h in plan:
    c, e = rates(tuple(a[pick] for a in fleet), volt)
    left = np.full(state.shape, h)
    while np.any(left > 0):
        wait = rng.exponential(size=state.shape) / np.where(state, e, c)
        flips = (left > 0) & (wait < left)
        state ^= flips
        left = np.where(flips, left - wait, 0.0)
sample = 1e3 * state @ eta[pick]
mean = 1e3 * np.sum(eta[pick] * p_all[pick])
var = 1e6 * np.sum(eta[pick] ** 2 * p_all[pick] * (1 - p_all[pick]))
assert abs(sample.mean() - mean) < 5 * np.sqrt(var / DEVICES)
assert abs(sample.var(ddof=1) / var - 1) < 6 * np.sqrt(2 / DEVICES)
print(f"stochastic check: {DEVICES} devices, {len(pick)} traps each")
print(f"  mean: formula {mean:.5f}, sampled {sample.mean():.5f} mV")
print(f"  std: formula {np.sqrt(var):.5f}, sampled {sample.std(ddof=1):.5f} mV")
print("no test failed")
```

Printed output:

```
kT = 0.03447 eV; traps = 2000; oxide = 2.0 nm
step height at x=0: 0.09280 mV
sum of all step heights: 129.934 mV
k at 1.6 V: min 1.246e-04, max 8.289e+06 1/s
explicit Euler step limit 2/kmax = 2.413e-07 s
single trap: x=0.4 nm, offset=0.2 eV, lam=3.6 eV
  initial occupancy 0.003012
  V=1.6 V: c=0.46418, e=0.01428 1/s, g=0.97015
  exp(-2k)=0.38407; p after 2 s = 0.598701
  V=0.0 V: c=0.00425, e=1.40691 1/s, g=0.00301
  exp(-2k)=0.05947; p after 2 s = 0.038436
exact step vs ODE solver, 7 traps: 2.3e-12
shift after 0.001 s at 1.6 V: 18.1113 mV
shift after 1 s at 1.6 V: 52.1963 mV
shift after 1000 s at 1.6 V: 72.7443 mV
shift after further 0.001 s at 0 V: 49.1883 mV
shift after further 1 s at 0 V: 15.3282 mV
shift after further 1000 s at 0 V: 0.3357 mV
device standard deviation after stress: 0.6659 mV
1 step vs 500 random steps, occupancy: 8.9e-16
implicit Euler, 10 steps: error -0.06364 mV
implicit Euler, 100 steps: error -0.00616 mV
shift at 1200 s, edge at 1000 s: 1.20461 mV
error with edge misplaced to 960 s: -0.13786 mV
sine: 0.8+0.8 sin V, period 10.0 s; 200 steps
  voltage error 12.566 mV, occupancy bound 0.07564
  largest staircase error 0.01766
  largest ramp error 2.22e-04
  error ratio on halving h: staircase fast 2.005
  staircase slow 4.000, ramp worst 3.639
device, 100 steps: staircase -0.39644, ramp 0.00176 mV
device, 400 steps: staircase -0.06878, ramp 0.00017 mV
cycle map vs 3000 explicit cycles: 7.5e-15
square wave 1e+03 Hz, 1e+06 cycles: 23.9848 mV
  fraction of traps with K<0.1: 0.4355
square wave 1e+06 Hz, 1e+09 cycles: 28.0551 mV
  fraction of traps with K<0.1: 0.8985
stochastic check: 4000 devices, 30 traps each
  mean: formula 0.64945, sampled 0.65028 mV
  std: formula 0.13260, sampled 0.13215 mV
no test failed
```
